# Zero-temperature conductance of the Anderson model from the Friedel-Langreth sum rule: verification in Python

```python
# Result under test: zero-temperature linear conductance of the Anderson model,
#   G = (2e^2/h) * 4 GL GR/(GL+GR)^2 * sin^2(pi n/2),
# GL, GR: full level widths due to the left and right lead (constant in energy),
# n: dot occupation summed over spin. Fermi level = 0, hbar = 1.
# Other symbols: ed level energy, U repulsion, Gr retarded dot Green function,
# Sigma interaction self-energy, delta scattering phase shift at the Fermi level.
import numpy as np
import scipy.sparse as sp
from scipy.linalg import eigh
from scipy.integrate import simpson, trapezoid
from scipy.constants import e as e_charge, h as h_planck

a = np.array([[0.0, 1.0], [0.0, 0.0]])
Z = np.diag([1.0, -1.0])

# ---------------------------------------------------------------------------
# Exact interacting cluster: the weighted current contains only Gr, not G<
# ---------------------------------------------------------------------------
def cluster_currents(U, t_end=3.0, nt=241):
    """Spin-up weighted current from dN/dt, and from the formula with Gr(t,t')."""
    ed, vL, vR = -0.8, 0.4, 0.7
    w, eps = np.array([1.0, 0.8]), np.array([-0.5, 0.9])
    M = 10                       # orbitals: dot, L1, L2, R1, R2; two spins each
    ops = []
    for m in range(M):
        op = sp.identity(1, format="csr")
        for j in range(M):
            op = sp.kron(op, Z if j < m else (a if j == m else np.eye(2)),
                         format="csr")
        ops.append(op)
    num = [c.T @ c for c in ops]
    H = U * (num[0] @ num[1])
    for s in range(2):
        H = H + ed * num[s]
        for k in range(2):
            for v, orb in ((vL, 1 + k), (vR, 3 + k)):
                c = ops[2 * orb + s]
                X = c.T @ ops[s]
                H = H + eps[k] * num[2 * orb + s] + v * w[k] * (X + X.T)
    E, Q = eigh(H.toarray())
    occ = [0, 1, 1, 1, 1, 1, 0, 0, 0, 0]      # left full, right empty, dot: down
    psi = np.zeros(2 ** M)
    psi[int("".join(map(str, occ)), 2)] = 1.0
    coef = Q.T @ psi

    def number(t, orbs):
        x = Q @ (np.exp(-1j * E * t) * coef)
        return sum(np.vdot(x, num[2 * o] @ x).real for o in orbs)
    step = 1e-3
    JL = -(number(t_end + step, (1, 2)) - number(t_end - step, (1, 2))) / (2 * step)
    JR = -(number(t_end + step, (3, 4)) - number(t_end - step, (3, 4))) / (2 * step)
    direct = (vR**2 * JL - vL**2 * JR) / (vL**2 + vR**2)

    ts = np.linspace(0.0, t_end, nt)
    phase = np.exp(-1j * np.outer(E, ts))
    states = Q @ (phase * coef[:, None])
    created = phase.conj() * (Q.T @ (ops[0].T @ states))
    removed = phase.conj() * (Q.T @ (ops[0] @ states))
    Gr = -1j * (created[:, -1].conj() @ created + removed.conj().T @ removed[:, -1])
    formula = 0.0
    for k in range(2):           # left minus right occupation is 1 for each level
        integral = simpson(Gr * np.exp(1j * eps[k] * (t_end - ts)), x=ts)
        formula -= 2 * vL**2 * vR**2 / (vL**2 + vR**2) * w[k]**2 * integral.imag
    return direct, formula

print("Cluster test, weighted spin-up current (model energy unit / hbar):")
cluster = []
for U in (0.0, 3.0):
    direct, formula = cluster_currents(U)
    cluster.append(direct)
    print(f"  U={U:.1f}: from dN/dt {direct:.6f}, from Gr formula {formula:.6f}")
    assert abs(direct - formula) < 2e-5
assert abs(cluster[0] - cluster[1]) > 1e-3     # the interaction really matters

# ---------------------------------------------------------------------------
# Self-consistent second-order self-energy (Phi-derivable), T=0, Gamma=1
# ---------------------------------------------------------------------------
def conserving_solution(ed, U, npts=2**16, W=150.0):
    dw = 2 * W / npts
    om = np.fft.fftfreq(npts) * npts * dw
    dt = 2 * np.pi / (npts * dw)
    causal = np.zeros(npts)
    causal[:npts // 2] = 1.0
    causal[0] = 0.5
    below = np.where(om < 0, 1.0, 0.0)
    below[0] = 0.5
    sigma, ns = np.zeros(npts, complex), 0.5
    for _ in range(300):
        G = 1 / (om - ed - U * ns - sigma + 0.5j)
        A = -G.imag / np.pi
        tail = 0.5 / (np.pi * (W + ed + U * ns))
        ns_new = np.sum(A * below) * dw + tail
        hole = np.fft.fft(A * below) * dw
        part = np.fft.fft(A * (1 - below)) * dw
        s_t = -1j * U**2 * (part**2 * hole.conj() + hole**2 * part.conj())
        new = np.fft.ifft(s_t * causal) * npts * dt
        change = max(np.max(np.abs(new - sigma)), abs(ns_new - ns))
        sigma, ns = 0.5 * (sigma + new), 0.5 * (ns + ns_new)
        if change < 1e-8:
            break
    assert change < 1e-8
    return np.fft.fftshift(om), np.fft.fftshift(G), np.fft.fftshift(sigma), ns

print("Second-order conserving calculation, U=2 Gamma, energies in Gamma:")
for ed in (-0.3, 0.5):
    om, G, sigma, ns = conserving_solution(ed, 2.0)
    zero = int(np.argmin(np.abs(om)))
    spectral = -0.5 * G[zero].imag             # equals sin^2(delta) if Im Sigma=0
    friedel = np.sin(np.pi * ns)**2
    integrand = (G * np.gradient(sigma, om)).imag[:zero + 1] / np.pi
    luttinger = -trapezoid(integrand, om[:zero + 1])
    size = trapezoid(np.abs(integrand), om[:zero + 1])
    damp = [-0.5 * (np.interp(x, om, sigma.imag) + np.interp(-x, om, sigma.imag))
            for x in (0.0, 0.05, 0.1)]
    print(f"  ed={ed:.1f}: n={2*ns:.5f}, -Im Gr(0)*Gamma/2={spectral:.5f}, "
          f"sin^2(pi n/2)={friedel:.5f}")
    print(f"    Luttinger integral {luttinger:.1e}, with |integrand| {size:.4f}")
    print(f"    -Im Sigma at 0, 0.05, 0.1: {damp[0]:.1e}, {damp[1]:.2e}, {damp[2]:.2e}")
    assert abs(spectral - friedel) < 1e-3
    assert abs(luttinger) < 1e-3 and size > 10 * abs(luttinger)
    assert abs(damp[0]) < 2e-4 and abs(damp[2] / damp[1] - 4) < 0.4

# ---------------------------------------------------------------------------
# Numerical renormalization group, half-bandwidth D=1
# ---------------------------------------------------------------------------
LAM, NMAX, KEEP = 3.0, 26, 250
GAMMA = 0.01
A_LAM = 0.5 * (LAM + 1) / (LAM - 1) * np.log(LAM)   # discretization correction
V_HYB = np.sqrt(A_LAM * GAMMA / np.pi)
idx_n = np.arange(NMAX)
t_chain = (0.5 * (1 + 1 / LAM) * (1 - LAM**(-idx_n - 1.0)) * LAM**(-idx_n / 2)
           / np.sqrt((1 - LAM**(-2.0 * idx_n - 1)) * (1 - LAM**(-2.0 * idx_n - 3))))
h_chain = np.diag(t_chain, 1) + np.diag(t_chain, -1)
e_chain, v_chain = eigh(h_chain)

def chain_green(x):
    return np.sum(v_chain[0]**2 / (x - e_chain))

local_up, local_dn = np.array([0, 0, 1, 1]), np.array([0, 1, 0, 1])
c_local = [np.kron(a, np.eye(2)), np.kron(Z, a)]

def nrg(ed, U):
    """Ground-state dot occupation; phase shifts/pi from particle and hole levels."""
    up, dn = local_up, local_dn
    E = np.array([0.0, ed, ed, 2 * ed + U])
    f, nd = c_local, np.diag((local_up + local_dn).astype(float))
    for n in range(NMAX + 1):
        old = len(E)
        parity = (-1.0)**(up + dn)
        hop = V_HYB if n == 0 else t_chain[n - 1] * LAM**(n / 2)
        H = np.diag(np.repeat(E * (1.0 if n == 0 else np.sqrt(LAM)), 4))
        for fs, cs in zip(f, c_local):
            X = np.kron(fs.T * parity, cs)
            H += hop * (X + X.T)
        up = np.repeat(up, 4) + np.tile(local_up, old)
        dn = np.repeat(dn, 4) + np.tile(local_dn, old)
        label = 1000 * up + dn
        energies, vectors = np.zeros(4 * old), np.zeros((4 * old, 4 * old))
        for q in np.unique(label):
            ix = np.where(label == q)[0]
            energies[ix], vectors[np.ix_(ix, ix)] = eigh(H[np.ix_(ix, ix)])
        order = np.argsort(energies)
        if len(order) > KEEP:    # do not cut through a degenerate multiplet
            limit = energies[order[KEEP - 1]] + 1e-6
            order = order[:np.count_nonzero(energies <= limit)]
        K = vectors[:, order]
        E = energies[order] - energies[order[0]]
        up, dn = up[order], dn[order]
        K3 = K.reshape(old, 4, -1)
        f = [K.T @ (parity[:, None, None] * np.matmul(cs, K3)).reshape(4 * old, -1)
             for cs in c_local]
        nd = K.T @ (nd @ K.reshape(old, -1)).reshape(4 * old, -1)
    assert E[1] > 1e-3 and up[0] == dn[0]      # unique singlet ground state
    scale = LAM**(-NMAX / 2)
    e_part = scale * np.min(E[(up == up[0] + 1) & (dn == dn[0])])
    e_hole = scale * np.min(E[(up == up[0] - 1) & (dn == dn[0])])
    # Low levels of a resonant level on this chain obey g(E) = -(ed~)/(V~)^2
    cots = [-chain_green(x) * 2 * A_LAM / np.pi for x in (e_part, -e_hole)]
    return nd[0, 0], [np.arctan2(1.0, c) / np.pi for c in cots]

# Discretization check without interaction: chain occupation against arctan law
h_full = np.zeros((NMAX + 2, NMAX + 2))
h_full[1:, 1:] = h_chain
h_full[0, 0] = GAMMA / 2
h_full[0, 1] = h_full[1, 0] = V_HYB
e_full, v_full = eigh(h_full)
n_chain = 2 * np.sum(v_full[0, e_full < 0]**2)
n_exact = 1 - 2 / np.pi * np.arctan(1.0)
print(f"U=0, ed=Gamma/2: n on chain {n_chain:.4f}, wide-band n {n_exact:.4f}")
assert abs(n_chain - n_exact) < 0.01

share_L, U_ratio = 0.25, 5.0
factor = 4 * share_L * (1 - share_L)
G0 = 2 * e_charge**2 / h_planck
print(f"Worked example: U={U_ratio:.1f} Gamma, Gamma_L={share_L:.2f} Gamma, "
      f"Gamma_R={1-share_L:.2f} Gamma")
print(f"Half-bandwidth {1/GAMMA:.0f} Gamma; asymmetry factor {factor:.4f}")
print(f"Conductance quantum 2e^2/h = {G0*1e6:.4f} microsiemens")
print("NRG: delta/pi from particle (p) and hole (h) levels; G in 2e^2/h")
for ed_ratio in (-2.5, -1.0, 0.0, 1.0):
    n, (dp, dh) = nrg(ed_ratio * GAMMA, U_ratio * GAMMA)
    delta = 0.5 * (dp + dh)
    g_spec = factor * np.sin(np.pi * delta)**2
    g_occ = factor * np.sin(np.pi * n / 2)**2
    print(f"  ed={ed_ratio:.1f} Gamma: n={n:.4f}, n/2={n/2:.4f}, "
          f"delta/pi p={dp:.4f} h={dh:.4f}")
    print(f"    G from phase shift {g_spec:.4f}, G from occupation {g_occ:.4f}"
          f" = {g_occ*G0*1e6:.2f} microsiemens")
    # tolerances: finite bandwidth (Gamma/D) and truncation of the NRG basis
    assert abs(dp - dh) < 0.01
    assert abs(delta - n / 2) < 0.01
    assert abs(g_spec - g_occ) < 0.02
    if ed_ratio == -2.5:
        g_free = factor * 0.25 / (ed_ratio**2 + 0.25)
        print(f"    same ed with U=0: G={g_free:.4f}")
        assert abs(n - 1) < 0.01 and g_spec > 10 * g_free
print("PASS")
```

It prints:

```
Cluster test, weighted spin-up current (model energy unit / hbar):
  U=0.0: from dN/dt 0.199197, from Gr formula 0.199197
  U=3.0: from dN/dt 0.194441, from Gr formula 0.194441
Second-order conserving calculation, U=2 Gamma, energies in Gamma:
  ed=-0.3: n=0.68793, -Im Gr(0)*Gamma/2=0.77836, sin^2(pi n/2)=0.77834
    Luttinger integral -1.5e-05, with |integrand| 0.0680
    -Im Sigma at 0, 0.05, 0.1: 8.0e-06, 1.91e-03, 7.56e-03
  ed=0.5: n=0.37256, -Im Gr(0)*Gamma/2=0.30513, sin^2(pi n/2)=0.30512
    Luttinger integral -4.1e-06, with |integrand| 0.0131
    -Im Sigma at 0, 0.05, 0.1: 4.9e-07, 1.16e-04, 4.66e-04
U=0, ed=Gamma/2: n on chain 0.4987, wide-band n 0.5000
Worked example: U=5.0 Gamma, Gamma_L=0.25 Gamma, Gamma_R=0.75 Gamma
Half-bandwidth 100 Gamma; asymmetry factor 0.7500
Conductance quantum 2e^2/h = 77.4809 microsiemens
NRG: delta/pi from particle (p) and hole (h) levels; G in 2e^2/h
  ed=-2.5 Gamma: n=1.0000, n/2=0.5000, delta/pi p=0.5006 h=0.4994
    G from phase shift 0.7500, G from occupation 0.7500 = 58.11 microsiemens
    same ed with U=0: G=0.0288
  ed=-1.0 Gamma: n=0.8031, n/2=0.4016, delta/pi p=0.4020 h=0.4017
    G from phase shift 0.6809, G from occupation 0.6805 = 52.73 microsiemens
  ed=0.0 Gamma: n=0.4605, n/2=0.2302, delta/pi p=0.2310 h=0.2309
    G from phase shift 0.3302, G from occupation 0.3285 = 25.46 microsiemens
  ed=1.0 Gamma: n=0.2276, n/2=0.1138, delta/pi p=0.1148 h=0.1148
    G from phase shift 0.0934, G from occupation 0.0918 = 7.11 microsiemens
PASS
```
